# Lepton vacuum-polarization contribution to g−2 at arbitrary mass ratio: a numerical check

```python
# Lepton-loop vacuum polarization in g-2: a = (alpha/pi)^2 A(r), r = m_loop/m_external, L = ln r.
# Definition: A = int_0^1 dx (1-x) P(x^2/((1-x) r^2)),  P(k) = 2 int dy y(1-y) ln(1+y(1-y)k).
# Claim: A = 1/(2 pi i) int ds r^(-2s) (pi/sin pi s)^2 R(s), 0<Re s<1,
#   R(s) = (1-s)/((s+2)(2s+1)(2s+3));
#   A = +sum of left residues (converges for r<=1) = -sum of right residues (converges for r>=1).
# rho = spectral density of P, y = 4 m_loop^2/t, K = massive-photon vertex kernel.
import numpy as np
import sympy as sp
from fractions import Fraction as Fr
from mpmath import mp, mpf, mpc, pi, log, sqrt, sin, gamma, rgamma, quad, nsum, inf, expj, beta
from scipy.constants import physical_constants as pc, alpha
from scipy.integrate import quad as squad

# ---------- Dirac algebra with explicit matrices ----------
sg = [np.array(a, complex) for a in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
Z, I2, I4 = np.zeros((2, 2)), np.eye(2), np.eye(4)
G = [np.block([[I2, Z], [Z, -I2]]).astype(complex)] + [np.block([[Z, a], [-a, Z]]) for a in sg]
eta = np.array([1., -1., -1., -1.])
slash = lambda v: sum(eta[i]*v[i]*G[i] for i in range(4))
dot = lambda a, b: float(np.sum(eta*a*b))
m = 1.3
onshell = lambda v: np.array([np.sqrt(m*m + np.dot(v, v)), *v])
p, pp = onshell([0.3, -0.5, 0.2]), onshell([-0.4, 0.1, 0.7])
q = pp - p
for fx, fy in [(0.2, 0.45), (0.6, 0.1)]:
    fz, t = 1 - fx - fy, 0.77
    k, kp = fz*p - fy*q, fz*p + (1 - fy)*q          # internal momenta at zero shifted loop momentum
    sand = lambda X: ((slash(pp) + m*I4) @ X @ (slash(p) + m*I4)).ravel()
    num = np.concatenate([sand(sum(eta[n]*G[n] @ (slash(kp) + m*I4) @ G[mu] @ (slash(k) + m*I4) @ G[n]
                                   for n in range(4))) for mu in range(4)])
    cols = np.array([np.concatenate([sand(G[mu]) for mu in range(4)]),
                     np.concatenate([sand(-(G[mu] @ slash(q) - slash(q) @ G[mu])/(4*m)) for mu in range(4)]),
                     np.concatenate([sand(q[mu]*I4) for mu in range(4)])]).T
    co = np.linalg.lstsq(cols, num, rcond=None)[0]
    assert np.abs(cols @ co - num).max() < 1e-10
    assert abs(co[1] + 4*m*m*fz*(1 - fz)) < 1e-10    # magnetic structure
    kk = np.array([0.9, -0.2, 1.1, 0.4]); ell = kk + fy*q - fz*p
    den = fx*(dot(kk, kk) - m*m) + fy*(dot(kk + q, kk + q) - m*m) + fz*(dot(kk - p, kk - p) - t)
    assert abs(den - (dot(ell, ell) - (-fx*fy*dot(q, q) + (1 - fz)**2*m*m + fz*t))) < 1e-12
k1, k2 = onshell([0.6, 0.3, -0.9]), onshell([-0.6, -0.3, 0.9])
t = dot(k1 + k2, k1 + k2); vel = np.sqrt(1 - 4*m*m/t)
tr = sum(eta[n]*np.trace((slash(k1) + m*I4) @ G[n] @ (slash(k2) - m*I4) @ G[n]) for n in range(4)).real
rho = lambda y: (1 + y/2)*(1 - y)**0.5/3
assert abs(-tr*vel/(12*t) - rho(4*m*m/t)) < 1e-12    # unitarity: two-body cut

# ---------- vacuum polarization ----------
mp.dps = 40
ser = [2*beta(j + 2, j + 2)*(-1)**(j + 1)/j for j in range(12, 0, -1)]
mp.dps = 22
def P(k):
    if k < 0.01:
        return k*mp.polyval(ser, k)
    b = sqrt(1 + 4/k)
    return -mpf(5)/9 + 4/(3*k) + (1 - 2/k)*b*log((b + 1)**2*k/4)/3
rho_mp = lambda y: (1 + y/2)*sqrt(1 - y)/3
for k in map(mpf, ['0.005', '0.5', '40']):
    d = quad(lambda y: 2*y*(1 - y)*log(1 + y*(1 - y)*k), [0, 0.1, 0.5, 0.9, 1])
    disp = quad(lambda y: rho_mp(y)*k/(4 + k*y), [0, 0.1, 0.5, 1])
    assert abs(P(k)/d - 1) < 1e-14 and abs(disp/d - 1) < 1e-14

def A_direct(r):
    pts = lambda sc: [0] + [sc*mpf(10)**j for j in range(-1, 8) if sc*mpf(10)**j < 0.4] + [mpf(1)/2]
    lo = quad(lambda x: (1 - x)*P(x*x/((1 - x)*r*r)), pts(r))
    hi = quad(lambda u: u*P((1 - u)**2/(u*r*r)) if u > 0 else mpf(0), pts(1/(4*r*r)))
    return lo + hi

# ---------- Mellin-Barnes ingredients ----------
def line(f, c, h, T):   # (1/2 pi i) int ds f, for f(conj s) = conj f(s); trapezoid rule
    return h/pi*(f(mpc(c, 0)).real/2 + sum(f(mpc(c, j*h)).real for j in range(1, int(T/h) + 1)))
for X in map(mpf, ['0.07', '9']):
    assert abs(line(lambda s: X**(-s)*gamma(s)*gamma(1 - s), 0.5, mpf('0.05'), 16) - 1/(1 + X)) < 1e-17
mom_x = lambda s: gamma(1 + 2*s)*gamma(2 - s)*rgamma(3 + s)
mom_t = lambda s: sqrt(pi)/4*(1 + s)*gamma(s)*rgamma(s + mpf(5)/2)
s0 = mpc(0.6, 0.7)      # tolerance set by the y^(s-1) endpoint singularity
assert abs(quad(lambda x: x**(2*s0)*(1 - x)**(1 - s0), [0, 0.5, 1]) - mom_x(s0)) < 1e-10
assert abs(quad(lambda y: y**(s0 - 1)*rho_mp(y), [0, 0.5, 1]) - mom_t(s0)) < 1e-10
R = lambda s: (1 - s)/((s + 2)*(2*s + 1)*(2*s + 3))
Rp = lambda s: -1/(s + 2)**2 - 1/(2*s + 1)**2 + 5/(2*s + 3)**2
x = sp.symbols('x')
assert sp.simplify(sp.diff(R(x), x) - Rp(x)) == 0
assert sp.simplify(R(x) - (1/(x + 2) + 1/(2*(2*x + 1)) - 5/(2*(2*x + 3)))) == 0
f_gamma = lambda s, r: (4*r*r)**(-s)*gamma(s)*gamma(1 - s)*mom_x(s)*mom_t(s)
f_mb = lambda s, r: r**(-2*s)*(pi/sin(pi*s))**2*R(s)
for s in (s0, mpc(-2.3, 1.1), mpc(3.4, -0.4)):
    assert abs(f_gamma(s, mpf('0.7'))/f_mb(s, mpf('0.7')) - 1) < 1e-17
A_mb = lambda r, c=0.5, h=mpf('0.05'): line(lambda s: f_mb(s, r), c, h, 9)

def residue(pole, r):
    L = log(r)
    if pole == -0.5: return pi**2*r/4
    if pole == -1.5: return -5*pi**2*r**3/4
    if pole == -2.5: return mpf(0)
    if pole == -2: return r**4*(mpf(44)/9 + pi**2/3 - 14*L/3 + 2*L*L)
    s = mpf(pole)
    return r**(-2*s)*(Rp(s) - 2*L*R(s))
def residue_circle(pole, r, n=64, e=mpf('0.2')):   # contour integral of the unsimplified Gamma form
    return sum(f_gamma(pole + e*expj(2*pi*j/n), r)*e*expj(2*pi*j/n) for j in range(n))/n
for pole in (0, -0.5, -1, -1.5, -2, -2.5, -3, -4, 1, 2, 3):
    assert abs(residue_circle(pole, mpf('0.6')) - residue(pole, mpf('0.6'))) < 1e-15
left = lambda r, N: sum(residue(s, r) for s in [0, -0.5, -1, -1.5, -2] + [-n for n in range(3, N + 1)])
right = lambda r, N: -sum(residue(n, r) for n in range(1, N + 1))
bound_left = lambda r, N: r**(2*N + 1)*(2*N + 3)/(4*N*(N - 1)*(2*N - 3))
bound_right = lambda r, N: r**(-2*N - 1)/(4*(N + 1)*(N + 2))

# ---------- main comparisons ----------
mu_e, _, d_mu_e = pc['muon-electron mass ratio']
tau_mu, _, d_tau_mu = pc['tau-muon mass ratio']
rs = {'e': 1/mpf(mu_e), 'a': mpf('0.3'), 'one': mpf(1), 'b': mpf(3), 'tau': mpf(tau_mu), 'mu': mpf(mu_e)}
Ad = {n: A_direct(r) for n, r in rs.items()}
Am = {n: A_mb(r) for n, r in rs.items()}
As = {n: (left(r, 25) if r < 1 else right(r, 25)) for n, r in rs.items() if r != 1}
for n in rs:
    assert abs(Am[n]/Ad[n] - 1) < 1e-12
for n in As:
    assert abs(As[n]/Ad[n] - 1) < 1e-12
for c in (0.25, 0.8):
    assert abs(A_mb(rs['a'], c, mpf('0.025'))/Ad['a'] - 1) < 1e-12
K = lambda tau: squad(lambda z: z*z*(1 - z)/(z*z + (1 - z)*tau), 0, 1, epsabs=1e-13, epsrel=1e-11, limit=200)[0]
assert abs(squad(lambda y: rho(y)/y*K(0.36/y), 0, 1, epsabs=1e-11, limit=200)[0] - float(Ad['a'])) < 1e-8
one = mpf(1)
l1 = left(one, 2) + nsum(lambda n: Rp(-n), [3, inf])
r1 = -nsum(lambda n: Rp(n), [1, inf])
closed = mpf(119)/36 - pi**2/3
for v in (l1, r1, closed):
    assert abs(v/Ad['one'] - 1) < 1e-12
for N in range(2, 9):
    for n in ('a', 'one'):
        assert abs(left(rs[n], N) - Ad[n]) <= bound_left(rs[n], N)
    for n in ('b', 'one'):
        assert abs(right(rs[n], N) - Ad[n]) <= bound_right(rs[n], N)
rw = mpf('1.2')         # wrong side: terms grow with ratio tending to r^2
ratio = residue(-401, rw)/residue(-400, rw)
assert abs(ratio/rw**2 - 1) < 0.01 and abs(residue(-80, rw)) > 1e3*abs(residue(-40, rw))
assert abs(residue(401, 1/rw)/residue(400, 1/rw)/rw**2 - 1) < 0.01

# ---------- origin of the leading terms ----------
hard = quad(lambda z: (1 - z)*(2*log(z)/3 - mpf(5)/9) - z*log(z)/3, [0, 0.5, 1])
assert abs(hard - Rp(mpf(0))) < 1e-15
def soft_integrand(u):
    with mp.workdps(90):    # extra digits absorb the cancellation at large u
        return P(u*u) - log(u*u)/3 + mpf(5)/9
soft = quad(soft_integrand, [0, 0.5, 4]) + quad(lambda w: soft_integrand(1/w)/w**2, [0, 0.25])
assert abs(soft - pi**2/4) < 1e-12
assert abs(P(mpf('1e-6'))*15e6 - 1) < 1e-6 and abs(Ad['mu']*45*rs['mu']**2 - 1) < 1e-3

# ---------- output (all quantities dimensionless) ----------
ns = lambda v, d=11: mp.nstr(v, d)
pref = (mpf(alpha)/pi)**2
print('all numbers dimensionless; L = ln r')
print('alpha =', ns(mpf(alpha)), ' (alpha/pi)^2 =', ns(pref))
print('m_mu/m_e =', mu_e, '+-', d_mu_e, ' m_tau/m_mu =', tau_mu, '+-', d_tau_mu)
for n in (0, 1, 3, 4):
    print(f'left  r^{2*n}: const {Rp(Fr(-n))}, L coefficient {-2*R(Fr(-n))}')
for n in (1, 2, 3):
    print(f'right r^-{2*n}: const {-Rp(Fr(n))}, L coefficient {2*R(Fr(n))}')
print('hard-region constant =', ns(hard), ' soft-region integral =', ns(soft))
print('electron loop in muon: r =', ns(rs['e']), ' L =', ns(log(rs['e'])))
for pole in (0, -0.5, -1, -1.5, -2, -3):
    print(f'  pole s={pole}:', ns(residue(pole, rs['e'])))
print('tau loop in muon: r =', ns(rs['tau']), ' L =', ns(log(rs['tau'])))
for pole in (1, 2, 3, 4):
    print(f'  pole s={pole}:', ns(-residue(pole, rs['tau'])))
print('muon loop in electron: r =', ns(rs['mu']), ' L =', ns(log(rs['mu'])))
for pole in (1, 2):
    print(f'  pole s={pole}:', ns(-residue(pole, rs['mu'])))
for n, name, rel in (('e', 'e in mu', d_mu_e/mu_e), ('tau', 'tau in mu', d_tau_mu/tau_mu),
                     ('mu', 'mu in e', d_mu_e/mu_e)):
    fn = (lambda r: left(r, 8)) if rs[n] < 1 else (lambda r: right(r, 8))
    dA = abs(fn(rs[n]*(1 + mpf(rel))) - fn(rs[n]))
    print(f'{name}: A series {ns(As[n])}, contour {ns(Am[n])}, direct {ns(Ad[n])}')
    print(f'  dA(mass ratio) = {ns(dA, 2)}; a = {ns(pref*As[n]*1e11, 9)} +- {ns(pref*dA*1e11, 2)} [1e-11]')
print('r=1: left', ns(l1), ' right', ns(r1), ' direct', ns(Ad['one']))
print('r=1: 119/36-pi^2/3 =', ns(closed), '; a =', ns(pref*closed*1e11, 9), '[1e-11]')
print('r=0.3: A =', ns(Ad['a']), '  r=3: A =', ns(Ad['b']))
for N in (2, 4, 6):
    print(f"N={N} r=0.3 left error {ns(abs(left(rs['a'], N) - Ad['a']), 3)}, bound {ns(bound_left(rs['a'], N), 3)}")
    print(f"N={N} r=3 right error {ns(abs(right(rs['b'], N) - Ad['b']), 3)}, bound {ns(bound_right(rs['b'], N), 3)}")
print('r=1.2 left terms n=10,40,80:', *[ns(residue(-n, rw), 4) for n in (10, 40, 80)])
print('r=1.2 left term ratio n=401/400:', ns(ratio, 5), ' r^2 =', ns(rw**2, 5))
print('done: every assertion held')
```

Printed output:

```
all numbers dimensionless; L = ln r
alpha = 0.0072973525643  (alpha/pi)^2 = 5.3954902632e-6
m_mu/m_e = 206.7682827 +- 4.6e-06  m_tau/m_mu = 16.817 +- 0.0011
left  r^0: const -25/36, L coefficient -1/3
left  r^2: const 3, L coefficient 4
left  r^6: const -109/225, L coefficient 8/15
left  r^8: const -69/980, L coefficient 1/7
right r^-2: const 1/45, L coefficient 0
right r^-4: const 9/19600, L coefficient -1/70
right r^-6: const -131/99225, L coefficient -4/315
hard-region constant = -0.69444444444  soft-region integral = 2.4674011003
electron loop in muon: r = 0.0048363316991  L = -5.331598759
  pole s=0: 1.0827551419
  pole s=-0.5: 0.011933170156
  pole s=-1: -0.00042865629141
  pole s=-1.5: -1.3955904731e-6
  pole s=-2: 4.9190278265e-8
  pole s=-3: -4.2586805748e-14
tau loop in muon: r = 16.817  L = 2.8223902795
  pole s=1: 7.8576094277e-5
  pole s=2: -4.9836849366e-7
  pole s=3: -1.6428042839e-9
  pole s=4: -4.6439018122e-12
muon loop in electron: r = 206.7682827  L = 5.331598759
  pole s=1: 5.1978009565e-7
  pole s=2: -4.1418804517e-11
e in mu: A series 1.0942583094, contour 1.0942583094, direct 1.0942583094
  dA(mass ratio) = 7.2e-9; a = 590406.005 +- 0.0039 [1e-11]
tau in mu: A series 7.8076078322e-5, contour 7.8076078322e-5, direct 7.8076078322e-5
  dA(mass ratio) = 1.0e-8; a = 42.125872 +- 0.0055 [1e-11]
mu in e: A series 5.1973867596e-7, contour 5.1973867596e-7, direct 5.1973867596e-7
  dA(mass ratio) = 2.3e-14; a = 0.280424497 +- 1.2e-8 [1e-11]
r=1: left 0.015687421859  right 0.015687421859  direct 0.015687421859
r=1: 119/36-pi^2/3 = 0.015687421859 ; a = 8464.13319 [1e-11]
r=0.3: A = 0.084973842213   r=3: A = 0.0022580440436
N=2 r=0.3 left error 0.000838, bound 0.00213
N=2 r=3 right error 2.3e-5, bound 8.57e-5
N=4 r=0.3 left error 6.07e-7, bound 9.02e-7
N=4 r=3 right error 1.8e-7, bound 4.23e-7
N=6 r=0.3 left error 1.61e-9, bound 2.21e-9
N=6 r=3 right error 1.44e-9, bound 2.8e-9
r=1.2 left terms n=10,40,80: 0.01757 119.3 6.578e+7
r=1.2 left term ratio n=401/400: 1.4328  r^2 = 1.44
done: every assertion held
```
